# Two-state inelastic tunnelling through a thin barrier: the T^(4/3) law, part 1

(Sections cited here and not found follow in the second part.)

## The conductance of one pair of states

A barrier of thickness $L$ and area $S$ separates two metal electrodes. It contains localized states whose wave functions fall with distance as $e^{-r/a}$, so that probabilities fall as $e^{-2r/a}$; the length $a$ is called the decay length. The states are placed at random, and their number per unit energy and volume, $g$, is uniform near the Fermi level. An electron crosses by entering state 1 from the left electrode, hopping to state 2 with the emission or absorption of a phonon, and leaving to the right electrode. State 1 lies at distance $l$ from the left electrode, state 2 at distance $r$ from the right one, and $R$ is the distance between the states. Their energies $E_1$ and $E_2$ are measured from the Fermi level, and $\varepsilon_i=E_i/kT$, where $T$ is the temperature. The charge of an electron is $-e$ with $e>0$, and $I$ and $V$ are counted so that the conductance $G=I/V$ is positive. Low bias means $eV\ll kT$.

Each state holds at most one carrier. Spin is left out; spin degeneracy would multiply some rates and statistical weights by fixed numbers and so change numerical prefactors, but no power of $T$. If both states of a pair are occupied, their energy is $E_1+E_2+U$, and $u=U/kT$. The simplest case is $U=0$. Keeping $U$ costs little extra work and shows what repulsion does to the result.

Three rates are needed. For the electrodes, the amplitude of a localized state at the metal surface is proportional to $e^{-l/a}$ or $e^{-r/a}$, and a golden-rule rate contains its square:

$$
\Gamma_L=\Gamma_0e^{-2l/a},\qquad \Gamma_R=\Gamma_0e^{-2r/a}.
$$

With $f(x)=1/(1+e^{x})$, an empty state 1 is filled at the rate $\Gamma_Lf(\varepsilon_1)$ and a full one is emptied at the rate $\Gamma_L[1-f(\varepsilon_1)]$. The amplitude for tunnelling between the two states is likewise

$$
t=t_0e^{-R/a}.
$$

The prefactors $\Gamma_0$ and $t_0$ are taken as constants. In a real barrier they vary as powers of the distances. This affects corrections of relative order $a/L$ in the logarithmic slopes found below, but not their leading values.

The hop needs a phonon because the two energies differ, in general, by an amount of order $kT$. Let $\Delta=E_1-E_2$ and suppose $|t|\ll|\Delta|$. To first order in $t$, the two eigenstates of the pair are

$$
|+\rangle=|1\rangle+\frac{t}{\Delta}|2\rangle,\qquad
|-\rangle=|2\rangle-\frac{t}{\Delta}|1\rangle .
$$

A sound wave of wave vector $\mathbf q$ shifts the energies of the two sites by amounts proportional to $e^{i\mathbf q\cdot\mathbf r_1}$ and $e^{i\mathbf q\cdot\mathbf r_2}$. Between the eigenstates this perturbation has the matrix element

$$
\langle-|\left(e^{i\mathbf q\cdot\mathbf r_1}|1\rangle\langle1|+e^{i\mathbf q\cdot\mathbf r_2}|2\rangle\langle2|\right)|+\rangle
=\frac{t}{\Delta}\left(e^{i\mathbf q\cdot\mathbf r_2}-e^{i\mathbf q\cdot\mathbf r_1}\right).
$$

Its squared modulus is $2(t/\Delta)^2[1-\cos(\mathbf q\cdot\mathbf R)]$. Averaged over the directions of $\mathbf q$, it becomes

$$
2\frac{t^2}{\Delta^2}\left(1-\frac{\sin qR}{qR}\right).
$$

The strength of the coupling follows from the deformation potential $E_d$, the energy shift per unit dilation. In a volume $\mathcal V$ of mass density $\rho_m$, one phonon of frequency $\omega=sq$ has the displacement amplitude $\sqrt{\hbar/(2\rho_m\mathcal V\omega)}$. The dilation is $q$ times this, so the squared coupling is

$$
|M_q|^2=E_d^2q^2\frac{\hbar}{2\rho_m\mathcal V sq}=\frac{E_d^2\hbar q}{2\rho_m s\mathcal V}.
$$

For $\Delta>0$ a phonon is emitted, with the thermal factor $N+1=1/(1-e^{-\Delta/kT})$. The golden rule, with $\mathcal Vq^2dq/(2\pi^2)$ modes in $dq$, gives

$$
W_{12}=\frac{2\pi}{\hbar}\int\frac{\mathcal Vq^2dq}{2\pi^2}\,
\frac{E_d^2\hbar q}{2\rho_ms\mathcal V}\,
\frac{2t^2}{\Delta^2}\left(1-\frac{\sin qR}{qR}\right)(N+1)\,\delta(\hbar sq-\Delta).
$$

The delta function sets $q=\Delta/\hbar s$ and contributes $1/\hbar s$. Collecting factors,

$$
W_{12}=\frac{E_d^2t^2q^3}{\pi\hbar\rho_ms^2\Delta^2}\left(1-\frac{\sin qR}{qR}\right)(N+1)
=\frac{E_d^2t^2}{\pi\rho_m\hbar^4s^5}\,\Delta\left(1-\frac{\sin qR}{qR}\right)(N+1).
$$

When $qR\gg1$ the bracket is close to one, and

$$
W_{12}=b\,e^{-2R/a}\frac{\Delta}{1-e^{-\Delta/kT}},\qquad
b=\frac{E_d^2t_0^2}{\pi\rho_m\hbar^4s^5}.
$$

The same expression holds for $\Delta<0$, where it equals $b\,e^{-2R/a}|\Delta|N$, the rate for absorption. The reverse rate $W_{21}$ follows by changing the sign of $\Delta$, and $W_{12}/W_{21}=e^{\Delta/kT}$, as detailed balance requires. Since $|\Delta|$ is of order $kT$, the hop rate is proportional to $T$.

This linear law has a limited range. If $qR\ll1$, both sites move together in energy, the bracket becomes $(qR)^2/6$, and the rate grows as $T^3$. At short wavelengths the finite size of the states matters. The density $e^{-2r/a}/(\pi a^3)$ has the Fourier transform

$$
\frac{4}{a^3q}\,\mathrm{Im}\int_0^\infty r\,e^{-(2/a-iq)r}dr
=\frac{4}{a^3q}\,\frac{4q/a}{(4/a^2+q^2)^2}
=\frac{1}{[1+(qa/2)^2]^2}.
$$

Its square multiplies the rate. The linear law therefore needs $\hbar s/R\ll kT\ll2\hbar s/a$.

The pair can be empty, hold one carrier on site 1 or on site 2, or be full. These states are written 00, 10, 01 and 11. In equilibrium their probabilities are

$$
p_{00}=\frac1{\mathcal Z},\quad p_{10}=\frac{e^{-\varepsilon_1}}{\mathcal Z},\quad
p_{01}=\frac{e^{-\varepsilon_2}}{\mathcal Z},\quad
p_{11}=\frac{e^{-\varepsilon_1-\varepsilon_2-u}}{\mathcal Z},
$$

where $\mathcal Z$ makes their sum one. Describing the motion by rates between these states requires level widths far below $kT$. Consider a link between pair states $i$ and $j$, with rates $k_{ij}$ forward and $k_{ji}$ back. In equilibrium the flows balance: $p_ik_{ij}=p_jk_{ji}=w_{ij}$. A small bias changes the rates to $k_{ij}(1+\kappa_{ij})$ and the probabilities to $p_i(1+\chi_i)$. To first order the net flow is

$$
J_{ij}=w_{ij}\left[(1+\chi_i+\kappa_{ij})-(1+\chi_j+\kappa_{ji})\right]
=w_{ij}(\chi_i-\chi_j+\alpha_{ij}),\qquad \alpha_{ij}=\kappa_{ij}-\kappa_{ji}.
$$

This is Ohm's law for a resistor $1/w_{ij}$ in series with a source $\alpha_{ij}$. Raising the electron energy in the left electrode by $eV$ multiplies the ratio of entry to exit rates there by $e^{eV/kT}$. Hence $\alpha=eV/kT$ on each link where an electron enters from the left, and zero on the others. If the bias also shifts the levels, the added terms are differences of potentials at the ends of the links. They cancel around every closed loop and leave the current unchanged.

The hop joins 10 to 01. Two branches lead back. In the first, the electron on site 2 leaves to the right, giving 00, and another enters site 1 from the left, giving 10. In the second, an electron first enters site 1, giving 11, and then the one on site 2 leaves, giving 10. Each branch contains one entry from the left and hence the same source $eV/kT$. Equal sources in parallel act as one source behind the parallel resistance

$$
Z=\left[\left(\frac1{w_{L0}}+\frac1{w_{R0}}\right)^{-1}+\left(\frac1{w_{L1}}+\frac1{w_{R1}}\right)^{-1}\right]^{-1},
$$

$$
\begin{aligned}
w_{L0}&=\Gamma_Lp_{00}f(\varepsilon_1),& w_{R0}&=\Gamma_Rp_{00}f(\varepsilon_2),\\
w_{L1}&=\Gamma_Lp_{01}f(\varepsilon_1+u),& w_{R1}&=\Gamma_Rp_{10}f(\varepsilon_2+u).
\end{aligned}
$$

The flow through the hop is $J=(eV/kT)/(1/w_{12}+Z)$, and the current is $eJ$. Therefore

$$
G_{\rm pair}=\frac{e^2}{kT}\,\frac1{1/w_{12}+Z},\qquad
w_{12}=p_{10}W_{12}=b\,kT\,e^{-2R/a}\psi,
$$

$$
\psi=p_{10}\frac{\varepsilon_1-\varepsilon_2}{1-e^{-(\varepsilon_1-\varepsilon_2)}} .
$$

This is the full linear response of the rate equations for any $U$. It was compared with their stationary numerical solution in six cases, with $u$ between 0 and 8, levels within $3kT$ of the Fermi level and unequal rates. The largest relative difference was $8\times10^{-10}$.

For $U=0$ the formula shows what is lost by treating the two occupations as independent. With $f_i=f(\varepsilon_i)$ and $\varphi_i=f_i(1-f_i)$, the left flows are $w_{L0}=\Gamma_L\varphi_1(1-f_2)$ and $w_{L1}=\Gamma_L\varphi_1f_2$, with the sum $\Gamma_L\varphi_1$. The right flows similarly add to $\Gamma_R\varphi_2$. Independent occupations would give the three series resistors $1/(\Gamma_L\varphi_1)$, $1/w_{12}$ and $1/(\Gamma_R\varphi_2)$. That amounts to placing the two left links in parallel, the two right links in parallel, and joining the results. Compared with two separate branches, this adds a connection between their midpoints, which cannot raise the resistance. Independent resistors thus overestimate the conductance, or at best equal it.

The best positions follow from the distance factors. Apart from numbers set by $\varepsilon_1$, $\varepsilon_2$ and $u$, the resistance is governed by

$$
\frac{e^{2l/a}}{\Gamma_0}+\frac{e^{2R/a}}{b\,kT}+\frac{e^{2r/a}}{\Gamma_0}.
$$

For states aligned along the normal to the barrier, $l+R+r=L$, so the product of the three terms is fixed at $e^{2L/a}/(\Gamma_0^2b\,kT)$. The arithmetic mean of positive numbers is at least their geometric mean, with equality when they are equal. The sum is therefore smallest when all three rates have the common value

$$
k_*=(\Gamma_0^2b\,kT)^{1/3}e^{-2L/3a}.
$$

The factor $2/3$ in the exponent comes from dividing the tunnelling distance among three rates in series. Let $\tau=b\,kT/\Gamma_0$. Equality of the rates requires $l=r$ and $R-l=(a/2)\ln\tau$. Together with $2l+R=L$ this gives

$$
R_*=\frac L3+\frac a3\ln\tau,\qquad l_*=r_*=\frac L3-\frac a6\ln\tau .
$$

A stronger phonon coupling permits a longer hop and brings both states closer to the electrodes. All three distances must be well above $a$, or the barrier is too thin for this description.

For levels at the Fermi energy and $U=0$, all four pair states have probability $1/4$. Each electrode link then has the flow $k_*/8$, each branch the resistance $16/k_*$, and the two branches together $8/k_*$. The hop has $\psi=1/4$, the limit of the linear law for $\varepsilon_1\to\varepsilon_2$, and adds $4/k_*$. Such a pair has the conductance $e^2k_*/(12kT)$. This serves only as a scale for pairs whose levels differ by about $kT$, because the linear law itself fails when the two energies coincide.

The low-bias conductance of a single pair is now known for any repulsion $U$, together with the positions that make its three rates equal to $k_*$. It remains to average over the energies and positions of all pairs, and to find how the result depends on temperature and thickness and where it applies.
